# Vacancy-driven shrinkage of a single-component hollow nanoshell: verification in Python

```python
"""Shrinkage of a one-component hollow shell by vacancy diffusion.

Result under test (linear Gibbs-Thomson law, dilute vacancies):
    da/dt = -D*beta*(a+b)/(a^2 (b-a)),  db/dt = -D*beta*(a+b)/(b^2 (b-a))
    lifetime = R^3/(D*beta) * G(a/b),   R^3 = b^3 - a^3
a, b: inner and outer radius; beta = 2*gamma*Omega/(kT); gamma: surface
energy; Omega: atomic volume; D = X0*Dv; X0: vacancy site fraction at a
flat surface; Dv: vacancy diffusivity. Lengths in nm, times in s.
"""
import numpy as np
from scipy.constants import k as k_B
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def linear_rates(a, b, D, beta):
    common = -D * beta * (a + b) / (b - a)
    return common / a**2, common / b**2


def full_inner_rate(a, b, D, beta):
    drive = np.exp(beta / a) - np.exp(-beta / b)
    return -D * drive * b / (a * (b - a))


def G(s):
    q = 1 + s + s * s
    return (-np.log(1 - s) / 18 + np.log(1 + s) / 2
            - 2 * np.log(q) / 9 - s / (3 * q))


def outer_radius(a, R3):
    return (a**3 + R3) ** (1 / 3)


def full_time(a_end, a_start, R3, D, beta):
    """Time to shrink with the exponential vacancy fractions."""
    def inverse_speed(a):
        b = outer_radius(a, R3)
        inverse_drive = np.exp(-beta / a) / (-np.expm1(-beta / a - beta / b))
        return a * (b - a) / (b * D) * inverse_drive
    return quad(inverse_speed, a_end, a_start, epsabs=0, epsrel=1e-9,
                limit=300)[0]


def chebyshev(n):
    """Nodes from 1 to -1 and the spectral differentiation matrix."""
    x = np.cos(np.pi * np.arange(n + 1) / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2
    c *= (-1.0) ** np.arange(n + 1)
    dx = x[:, None] - x[None, :]
    mat = np.outer(c, 1 / c) / (dx + np.eye(n + 1))
    return x, mat - np.diag(mat.sum(axis=1))


nodes, diff_matrix = chebyshev(18)


def radial_operators(a, b):
    r = (a + b) / 2 - (b - a) / 2 * nodes
    d = -2 / (b - a) * diff_matrix
    return r, d, d @ d + (2 / r)[:, None] * d


def moving_boundary_time(X0, beta, a0, b0, a_end):
    """Full time-dependent diffusion with two moving surfaces, Dv = 1.
    The vacancy field is stored as X/X0."""
    def field(y):
        a, b = y[:2]
        return np.concatenate(([np.exp(beta / a)], y[2:],
                               [np.exp(-beta / b)]))

    def rhs(t, y):
        a, b = y[:2]
        r, d, lap = radial_operators(a, b)
        u = field(y)
        grad = d @ u
        va = X0 * grad[0] / (1 - X0 * u[0])
        vb = X0 * grad[-1] / (1 - X0 * u[-1])
        node_speed = (va + vb) / 2 - (vb - va) / 2 * nodes
        du = lap @ u + node_speed * grad
        return np.concatenate(([va, vb], du[1:-1]))

    def reached(t, y):
        return y[0] - a_end
    reached.terminal = True
    r = radial_operators(a0, b0)[0]
    ua, ub = np.exp(beta / a0), np.exp(-beta / b0)
    start = ua + (ub - ua) * (r - a0) / (b0 - a0)
    y0 = np.concatenate(([a0, b0], start[1:-1]))
    sol = solve_ivp(rhs, (0, 100 / (X0 * beta)), y0, method="Radau",
                    events=reached, rtol=1e-7, atol=1e-9)
    assert sol.status == 1
    return sol.t_events[0][0]


# Model parameters of the worked example
gamma = 1.0          # J/m^2
Omega = 0.012        # nm^3
T = 800.0            # K
X0 = 1e-6
Dv = 1e4             # nm^2/s
a0, b0 = 20.0, 25.0  # nm
kT = k_B * T         # J
D = X0 * Dv
beta = 2 * gamma * Omega * 1e-27 / kT * 1e9
R3 = b0**3 - a0**3
R = R3 ** (1 / 3)
s0 = a0 / b0

# Surface energy change when one atom is put on either surface


def area(volume):
    return (36 * np.pi) ** (1 / 3) * volume ** (2 / 3)


Va, Vb = 4 * np.pi * a0**3 / 3, 4 * np.pi * b0**3 / 3
dE_in = gamma * 1e-18 * (area(Va - Omega) - area(Va))
dE_out = gamma * 1e-18 * (area(Vb + Omega) - area(Vb))
assert abs(dE_in / (-kT * beta / a0) - 1) < 1e-5
assert abs(dE_out / (kT * beta / b0) - 1) < 1e-5

# Steady profile by collocation against the analytic surface gradients
Xa, Xb = X0 * np.exp(beta / a0), X0 * np.exp(-beta / b0)
r, d, lap = radial_operators(a0, b0)
system = lap.copy()
system[0], system[-1] = 0, 0
system[0, 0] = system[-1, -1] = 1
load = np.zeros(len(r))
load[0], load[-1] = Xa / X0, Xb / X0
grad = X0 * (d @ np.linalg.solve(system, load))
for radius, g in ((a0, grad[0]), (b0, grad[-1])):
    formula = -(Xa - Xb) * a0 * b0 / ((b0 - a0) * radius**2)
    assert abs(g / formula - 1) < 1e-7
full_rate = full_inner_rate(a0, b0, D, beta)
assert abs(Dv * grad[0] / full_rate - 1) < 1e-7

# Slowest relaxation of the vacancy profile
eigen = np.linalg.eigvals(lap[1:-1, 1:-1])
slowest = np.min(-eigen.real)
tau = (b0 - a0) ** 2 / (np.pi**2 * Dv)
assert abs(1 / (Dv * slowest) / tau - 1) < 1e-6

# Linear law and its first correction
rate_a, rate_b = linear_rates(a0, b0, D, beta)
small = beta / 100
excess = full_inner_rate(a0, b0, D, small) / linear_rates(
    a0, b0, D, small)[0] - 1
assert abs(excess / (small / 2 * (1 / a0 - 1 / b0)) - 1) < 0.02
for a_test in np.linspace(0.5, 40, 80):
    b_test = outer_radius(a_test, R3)
    assert (abs(full_inner_rate(a_test, b_test, D, beta))
            > abs(linear_rates(a_test, b_test, D, beta)[0]))

# Quasi-steady motion against the full moving-boundary problem
deviations = []
for X_test in (1e-2, 1e-3):
    t_pde = moving_boundary_time(X_test, 0.1, 0.6, 1.0, 0.3)
    t_steady = full_time(0.3, 0.6, 1 - 0.6**3, X_test, 0.1)
    deviations.append(t_pde / t_steady - 1)
assert abs(deviations[0]) < 0.05
assert abs(deviations[1]) < 0.2 * abs(deviations[0])

# Lifetime: quadrature over the linear law, and both radii in time
scale = R3 / (D * beta)
life_linear = scale * G(s0)
life_quad = quad(lambda a: -1 / linear_rates(
    a, outer_radius(a, R3), D, beta)[0], 0, a0, epsrel=1e-10)[0]
assert abs(life_quad / life_linear - 1) < 1e-8


def at_five(t, y):
    return y[0] - 5.0


at_five.terminal = True
path = solve_ivp(lambda t, y: linear_rates(y[0], y[1], D, beta),
                 (0, 2 * life_linear), [a0, b0], events=at_five,
                 method="DOP853", rtol=1e-10, atol=1e-10)
a_f, b_f = path.y_events[0][0]
assert abs((b_f**3 - a_f**3) / R3 - 1) < 1e-7
assert abs(path.t_events[0][0] / (scale * (G(s0) - G(a_f / b_f))) - 1) < 1e-6
assert abs(G(0.01) / (0.01**3 / 3) - 1) < 0.03
thin_step = G(1 - 1e-6) - G(1 - 1e-4)
assert abs(thin_step / (np.log(100) / 18) - 1) < 1e-3

life_full = full_time(0, a0, R3, D, beta)
assert life_full < life_linear
weak = beta / 1000
assert abs(full_time(0, a0, R3, D, weak) * D * weak / (R3 * G(s0)) - 1) < 2e-3

# Slowest stage at fixed amount of material
s_min = brentq(lambda s: s**3 + s**2 - 1, 0, 1)
a_min = R * s_min ** (1 / 3)
found = minimize_scalar(
    lambda a: abs(linear_rates(a, outer_radius(a, R3), D, beta)[0]),
    bounds=(5, 40), method="bounded", options={"xatol": 1e-8})
assert abs(found.x / a_min - 1) < 1e-5

print(f"surface energy gamma = {gamma:.1f} J/m^2")
print(f"atomic volume Omega = {Omega:.3f} nm^3")
print(f"temperature T = {T:.0f} K")
print(f"flat-surface vacancy fraction X0 = {X0:.1e}")
print(f"vacancy diffusivity Dv = {Dv:.1e} nm^2/s")
print(f"D = X0*Dv = {D:.4f} nm^2/s")
print(f"initial radii a, b = {a0:.1f}, {b0:.1f} nm")
print(f"capillary length beta = {beta:.4f} nm")
print(f"beta/a, beta/b = {beta/a0:.5f}, {beta/b0:.5f}")
print(f"energy change, atom onto inner surface = {dE_in:.4e} J")
print(f"energy change, atom onto outer surface = {dE_out:.4e} J")
print(f"vacancy fraction at inner surface = {Xa:.5e}")
print(f"vacancy fraction at outer surface = {Xb:.5e}")
print(f"outer share of linear drive a/(a+b) = {a0/(a0+b0):.4f}")
print(f"linear da/dt at start = {rate_a:.4e} nm/s")
print(f"linear db/dt at start = {rate_b:.4e} nm/s")
print(f"full da/dt at start = {full_rate:.4e} nm/s")
print(f"full/linear rate at start = {full_rate/rate_a:.5f}")
print(f"first-order estimate of that ratio = "
      f"{1 + beta/2*(1/a0 - 1/b0):.5f}")
print(f"profile relaxation time = {tau:.3e} s")
print(f"shrinkage time a/|da/dt| at start = {a0/abs(rate_a):.4e} s")
print(f"moving-boundary test: beta, a, b, final a = 0.1, 0.6, 1.0, 0.3 "
      f"(scaled lengths)")
print(f"  time deviation for X0=1e-2: {deviations[0]:.3e}")
print(f"  time deviation for X0=1e-3: {deviations[1]:.3e}")
print(f"final compact radius R = {R:.4f} nm")
print(f"initial ratio s = a/b = {s0:.4f}; G(s) = {G(s0):.6f}")
print(f"time scale R^3/(D beta) = {scale:.4e} s")
print(f"slowest stage: s = {s_min:.5f}, a = {a_min:.4f} nm")
print("linear law: a (nm), b (nm), time (s), da/dt (nm/s)")
for a in (a0, a_min, 15.0, 10.0, 5.0, 2.0):
    b = outer_radius(a, R3)
    t = scale * (G(s0) - G(a / b))
    print(f"  {a:8.4f} {b:8.4f} {t:11.4e} "
          f"{linear_rates(a, b, D, beta)[0]:11.4e}")
print(f"linear lifetime = {life_linear:.4e} s = {life_linear/3600:.3f} h")
print(f"full lifetime = {life_full:.4e} s = {life_full/3600:.3f} h")
print(f"full/linear lifetime = {life_full/life_linear:.4f}")
print("all good")
```

Running it gives:

```
surface energy gamma = 1.0 J/m^2
atomic volume Omega = 0.012 nm^3
temperature T = 800 K
flat-surface vacancy fraction X0 = 1.0e-06
vacancy diffusivity Dv = 1.0e+04 nm^2/s
D = X0*Dv = 0.0100 nm^2/s
initial radii a, b = 20.0, 25.0 nm
capillary length beta = 2.1729 nm
beta/a, beta/b = 0.10864, 0.08692
energy change, atom onto inner surface = -1.2000e-21 J
energy change, atom onto outer surface = 9.6000e-22 J
vacancy fraction at inner surface = 1.11477e-06
vacancy fraction at outer surface = 9.16754e-07
outer share of linear drive a/(a+b) = 0.4444
linear da/dt at start = -4.8890e-04 nm/s
linear db/dt at start = -3.1290e-04 nm/s
full da/dt at start = -4.9503e-04 nm/s
full/linear rate at start = 1.01254
first-order estimate of that ratio = 1.01086
profile relaxation time = 2.533e-04 s
shrinkage time a/|da/dt| at start = 4.0908e+04 s
moving-boundary test: beta, a, b, final a = 0.1, 0.6, 1.0, 0.3 (scaled lengths)
  time deviation for X0=1e-2: -1.075e-02
  time deviation for X0=1e-3: -1.075e-03
final compact radius R = 19.6825 nm
initial ratio s = a/b = 0.8000; G(s) = 0.075795
time scale R^3/(D beta) = 3.5091e+05 s
slowest stage: s = 0.75488, a = 17.9214 nm
linear law: a (nm), b (nm), time (s), da/dt (nm/s)
   20.0000  25.0000 -2.9220e-11 -4.8890e-04
   17.9214  23.7408  4.2778e+03 -4.8435e-04
   15.0000  22.2398  1.0261e+04 -4.9675e-04
   10.0000  20.5078  1.9467e+04 -6.3086e-04
    5.0000  19.7895  2.5287e+04 -1.4568e-03
    2.0000  19.6894  2.6492e+04 -6.6606e-03
linear lifetime = 2.6598e+04 s = 7.388 h
full lifetime = 2.5185e+04 s = 6.996 h
full/linear lifetime = 0.9469
all good
```
